# Chebyshev-filtered subspace iteration: gain, degree and the missing preconditioner

**Definitions and conventions**

Rydberg atomic units are used, so $H=T+V$ with $T=-\nabla^2$, energies in Ry and lengths in bohr. The basis is the set of $N$ orthonormal plane waves at the $\Gamma$ point with $T_{\mathbf G}=|\mathbf G|^2\le E_{\rm cut}$, in a fixed cell of volume $\Omega$. The potential $V$ is local, bounded between $V_{\min}$ and $V_{\max}$, has cell average $\bar V$, and is held fixed. The $N\times N$ Hermitian matrix $H$ has eigenpairs $(\varepsilon_j,\psi_j)$ in ascending order, the largest being $\varepsilon_{\max}$. The lowest $N_w$ states are wanted, and they are carried in a block of $N_b>N_w$ vectors. $P$ projects on $\mathcal V=\mathrm{span}(\psi_1,\dots,\psi_{N_b})$ and $Q=1-P$. An interval $[a,b]$ with $\varepsilon_{N_b}\le a\le\varepsilon_{N_b+1}$ and $b\ge\varepsilon_{\max}$ holds all unwanted eigenvalues, and it is mapped to $[-1,1]$ by

$$x(\varepsilon)=\frac{2\varepsilon-a-b}{b-a},\qquad \hat X=\frac{2H-a-b}{b-a}.$$

For $\varepsilon_i<a$ we write $2\varepsilon_i-a-b=-(b-a)-2(a-\varepsilon_i)$, which gives

$$x_i=-(1+2\delta_i),\qquad \delta_i=\frac{a-\varepsilon_i}{b-a}.$$

A filter is a polynomial $p(\hat X)$ applied to every vector of the block. It multiplies the component along $\psi_j$ by $p(x_j)$ and costs one application of $H$ per degree and per vector. The task is to reduce the unwanted part of a vector, relative to its part along $\psi_i$, by a factor $\eta\ll1$.

**The naive filter and its cost**

The simplest filter is repeated multiplication by $\hat X$, the shifted power method. After $k$ steps the wanted component has grown by $(1+2\delta_i)^k$ in modulus and no unwanted component has grown, since $|x_j|\le1$. A component at $a$ or at $b$ keeps its size, so the worst case needs

$$k=\frac{\ln(1/\eta)}{\ln(1+2\delta_i)}\approx\frac{\ln(1/\eta)}{2}\,\frac{b-a}{a-\varepsilon_i}\qquad(\delta_i\ll1).$$

The cost is set by $b$, and $b$ is set by the basis. For a normalized vector $u$ in the basis, $\langle u|T|u\rangle\le T_{\max}$, the largest kinetic energy kept, and $\langle u|V|u\rangle=\int V|u|^2\le V_{\max}$; taking $u$ as the top eigenvector bounds $\varepsilon_{\max}$ from above. Taking $u$ as the top plane wave, whose density is uniform, gives the Rayleigh quotient $T_{\max}+\bar V$, which cannot exceed $\varepsilon_{\max}$. Hence

$$T_{\max}+\bar V\le\varepsilon_{\max}\le T_{\max}+V_{\max}.$$

So $b=E_{\rm cut}+O(V)$, while $a$ and $\varepsilon_i$ stop changing once the low states are converged in the basis. The power method then needs a number of steps proportional to $E_{\rm cut}$. A bounded nonlocal potential adds at most its norm to these bounds and leaves the scaling alone; a basis with an overlap matrix is outside the present assumptions.

The fault is visible in the polynomial. $|x|^k$ is tiny over most of $[-1,1]$ and reaches 1 at the two ends, so it suppresses the middle of the spectrum far more than the worst case can use. Two repairs suggest themselves: choose a better polynomial, or shrink the spectrum with a preconditioner.

**First repair: the best polynomial**

Define $T_0=1$, $T_1=x$, $T_{k+1}=2xT_k-T_{k-1}$. At fixed $x$ this is a linear recurrence in $k$. The trial solution $z^k$ requires $z^2-2xz+1=0$, whose two roots have product 1 and sum $2x$, so they are $z$ and $1/z$ with $x=(z+1/z)/2$. The combination $\tfrac12(z^k+z^{-k})$ equals 1 at $k=0$ and $x$ at $k=1$, so it is $T_k$. For $|x|\le1$ the roots are $z=e^{\pm i\varphi}$ with $x=\cos\varphi$, and $T_m=\cos m\varphi$, bounded by 1. For $x<-1$ the roots are real and negative, $z=-e^{\pm\theta}$ with $\cosh\theta=|x|$, and

$$T_m(x_i)=(-1)^m\cosh(m\theta_i),\qquad \theta_i=\operatorname{arccosh}|x_i|.$$

The sign is common to all states below $a$ and does not affect a subspace. The identity $\cosh2u=1+2\sinh^2u$ with $\cosh\theta_i=1+2\delta_i$ gives $\sinh(\theta_i/2)=\sqrt{\delta_i}$, and the series $\operatorname{arcsinh}y=y-y^3/6+\dots$ gives

$$\theta_i=2\operatorname{arcsinh}\sqrt{\delta_i}=2\sqrt{\delta_i}\,\bigl(1-\delta_i/6+\dots\bigr).$$

The power method gains $\ln(1+2\delta_i)\approx2\delta_i$ in the logarithm per step, and the Chebyshev filter gains $2\sqrt{\delta_i}$ once $m\theta_i\gg1$.

No polynomial bounded on the interval does better. Let $p$ have degree at most $m$ and $|p|\le1$ on $[-1,1]$, and suppose $|p(x_0)|>|T_m(x_0)|$ at some $x_0<-1$. Put $\lambda=T_m(x_0)/p(x_0)$, so $|\lambda|<1$, and $q=T_m-\lambda p$. At the $m+1$ points $\cos(k\pi/m)$, $k=0,\dots,m$, $T_m$ equals $(-1)^k$ and $|\lambda p|<1$, so $q$ has the sign $(-1)^k$. It therefore has $m$ zeros inside $(-1,1)$, and one more at $x_0$ by the choice of $\lambda$. A polynomial of degree at most $m$ with $m+1$ zeros vanishes identically, which contradicts the signs just found. As an instance, maximizing $p(-1.1)$ by linear programming over polynomials of degree 8 bounded by 1 on 4001 equally spaced points gives 17.3958, and $\cosh(8\operatorname{arccosh}1.1)=17.3958$.

Setting $\cosh(m\theta_i)=1/\eta$ and using $\operatorname{arccosh}y=\ln\bigl(y+\sqrt{y^2-1}\bigr)\approx\ln2y$ for large $y$,

$$m=\frac{\operatorname{arccosh}(1/\eta)}{2\operatorname{arcsinh}\sqrt{\delta_i}}\approx\frac12\ln\frac2\eta\,\sqrt{\frac{b-a}{a-\varepsilon_i}}.$$

With $b\approx E_{\rm cut}\gg a$ and fixed $a-\varepsilon_i$ and $\eta$, the degree grows as $\sqrt{E_{\rm cut}}$. The last form underestimates the first by the relative amount $\delta_i/6$ to leading order. The buffer states are what keeps $a-\varepsilon_i$ away from zero: with $N_b=N_w$ it would be at most the spacing $\varepsilon_{N_w+1}-\varepsilon_{N_w}$, and $m$ diverges as that spacing closes.

On a block $U$ the filter is the recurrence $Y_0=U$, $Y_1=\hat XU$, $Y_{k+1}=2\hat XY_k-Y_{k-1}$. To keep the numbers of order one it can be divided by $t_k=T_k(x_0)$, with $x_0$ near $x_1$. Let $\rho_k=t_{k-1}/t_k$. Dividing $t_{k+1}=2x_0t_k-t_{k-1}$ by $t_k$ gives $\rho_{k+1}=1/(2x_0-\rho_k)$ with $\rho_1=1/x_0$, and $\tilde Y_k=Y_k/t_k$ obeys $\tilde Y_{k+1}=2\rho_{k+1}\hat X\tilde Y_k-\rho_k\rho_{k+1}\tilde Y_{k-1}$, because $t_{k-1}/t_{k+1}=\rho_k\rho_{k+1}$.

Lowering $b$ would raise $\delta_i$, but a state above $b$ has $x>1$, roots $z=+e^{\pm\theta}$, and gain $\cosh(m\theta_{\rm top})$ with $\delta_{\rm top}=(\varepsilon_{\max}-b)/(b-a)$. It is amplified as soon as $\varepsilon_{\max}>b$, and it outgrows state $i$ when $\varepsilon_{\max}-b>a-\varepsilon_i$. For a single vector the room for lowering $b$ is thus less than $a-\varepsilon_i$, whatever the cutoff, and the relative gain $\cosh(m\theta_i)/\cosh(m\theta_{\rm top})$ falls well before that limit is reached.

**From one vector to the block**

A filter alone drives every column towards $\psi_1$, which has the largest gain. Each pass therefore has three parts: filter, orthonormalize, and diagonalize $H$ in the span (Rayleigh–Ritz), which yields Ritz values $\mu_j$. The last two parts do not change the span, so at fixed $a$, $b$, $m$ the span after $k$ passes is $F^k\,\mathrm{span}(U)$ with $F=T_m(\hat X)$.

Let $\Psi$ hold $\psi_1,\dots,\psi_{N_b}$ as columns and assume $B=\Psi^\dagger U$ is invertible. The columns $s_j$ of $UB^{-1}$ lie in the starting span and satisfy $Ps_j=\psi_j$. Put $\tau_j=\|s_j-\psi_j\|$ and $g_j=\cosh(m\theta_j)$. Then $F^ks_j/T_m(x_j)^k=\psi_j+w_j$, where $w_j=F^k(s_j-\psi_j)/T_m(x_j)^k$ lies in the range of $Q$, on which $\|F\|\le1$, so $\|w_j\|\le\tau_j/g_j^k$. The angle between $\psi_j$ and the span is no larger than the angle to this member of it:

$$\tan\angle(\psi_j,\mathrm{span})\le\tau_j/g_j^{\,k}.$$

The rate of state $j$ depends on its distance to $a$, not to its neighbours inside the block. For the Ritz value, the min-max principle gives $\mu_i\ge\varepsilon_i$, and also bounds $\mu_i$ by the largest Rayleigh quotient over $v=\sum_{j\le i}c_j(\psi_j+w_j)$. With $w=\sum_jc_jw_j$, the parts in $P$ and $Q$ are not coupled by $H$, so $\langle v|H-\varepsilon_i|v\rangle=\sum_{j\le i}|c_j|^2(\varepsilon_j-\varepsilon_i)+\langle w|H-\varepsilon_i|w\rangle\le(\varepsilon_{\max}-\varepsilon_i)\|w\|^2$, the first sum being non-positive. Since $\|v\|^2\ge\sum|c_j|^2$ and, by the Cauchy–Schwarz inequality, $\|w\|^2\le\sum|c_j|^2\sum\|w_j\|^2$,

$$0\le\mu_i-\varepsilon_i\le(\varepsilon_{\max}-\varepsilon_i)\sum_{j\le i}\tau_j^2/g_j^{\,2k}.$$

Splitting the work into passes has a price. The worst case needs $k=\ln(1/\eta)/\ln\cosh(m\theta_i)$ passes. For $m\theta_i\gg1$, $\ln\cosh y=y-\ln2+\ln(1+e^{-2y})$ shows a loss of about $\ln2$ per pass. For $m\theta_i\ll1$, $\ln\cosh y\approx y^2/2$ gives $k\approx2\ln(1/\eta)/(m\theta_i)^2=\ln(1/\eta)/(2m^2\delta_i)$, proportional to $E_{\rm cut}$; at $m=1$ this is the power method. A degree held fixed while the cutoff rises therefore slides back to the naive scaling, and the square-root law for the total work requires $m$ to grow with $1/\theta_i$.

The degree per pass is limited from above by conditioning. The part of the filtered block in $\mathcal V$ is $\pm\Psi DB$ with $D=\mathrm{diag}(g_j)$, and the condition number of $DB$ lies within a factor $\mathrm{cond}(B)$ of $g_1/g_{N_b}$. When $B$ is close to unitary and the unwanted part is small compared with $g_{N_b}$, the filtered block has a condition number near $g_1/g_{N_b}$, and its Gram matrix the square of that.

**Second repair: a preconditioner, and where it fails**

The large $b$ comes from $T$, which is diagonal, so one may try the operator $A=K(H-\sigma)$ with $K=(T+\tau)^{-1}$, $\tau>0$. $A$ is similar to the Hermitian matrix $K^{1/2}(H-\sigma)K^{1/2}$, so it is diagonalizable, and its eigenvalues lie in the range of the quotient $\langle H-\sigma\rangle/\langle T+\tau\rangle$. With $t=\langle T\rangle$ and $v=\langle V\rangle$ for a normalized vector,

$$\frac{t+v-\sigma}{t+\tau}=\frac{t}{t+\tau}\cdot1+\frac{\tau}{t+\tau}\cdot\frac{v-\sigma}{\tau},$$

a weighted mean of 1 and $(v-\sigma)/\tau$. The spectrum of $A$ therefore lies between $\min(1,(V_{\min}-\sigma)/\tau)$ and $\max(1,(V_{\max}-\sigma)/\tau)$ at every cutoff. The spectral width is cured.

The eigenvectors are lost. Suppose subspace iteration with $p(A)$ converges to $\mathcal V$, meaning that the $N_b$ largest values of $|p|$ on the spectrum of $A$ are separated from the rest and $\mathcal V$ is their subspace. Such a subspace is a sum of eigenspaces of $A$, so $A\mathcal V\subset\mathcal V$. If $\sigma$ is not one of $\varepsilon_1,\dots,\varepsilon_{N_b}$, then $H-\sigma$ maps $\mathcal V$ onto itself, and the condition becomes $K\mathcal V\subset\mathcal V$. A Hermitian $K$ that preserves $\mathcal V$ also preserves its complement, so $[K,P]=0$. For the kinetic preconditioner this means $[T,P]=0$: $\mathcal V$ would be spanned by vectors of sharp kinetic energy, which $V$ would not couple to the complement. The choice $\sigma=\varepsilon_i$ rescues the single vector $\psi_i$, since $A\psi_i=0$, but for the others $A\psi_j=(\varepsilon_j-\varepsilon_i)K\psi_j$ and $K\psi_j\in\mathcal V$ is still required for every state of the block with $\varepsilon_j\ne\varepsilon_i$, although no longer $[K,P]=0$ in full. A $K$ that is a polynomial in $H$ commutes with $P$, but then $p(A)$ is again a polynomial in $H$, subject to the extremal bound. This is the precise sense in which preconditioning is unavailable: it concerns a polynomial in one fixed operator, shared by all states and independent of the current block; a $K$ rebuilt from the projector on the block is not covered by the argument. A rational filter such as $(H-\sigma)^{-1}$ commutes with $H$, and the linear systems it requires have a unique solution that a preconditioner does not move.

Residual methods (Davidson, LOBPCG) escape by using one shift per state. The correction $K(H-\mu_i)u_i$ vanishes at $u_i=\psi_i$, $\mu_i=\varepsilon_i$ for any $K$, so $K$ affects the rate and not the fixed point. Near convergence, with the correction projected out of the block, the error $e=Qe$ is acted on by $QKQ(H-\varepsilon_i)$, whose spread can be bounded. From above: $Q(H-\varepsilon_i)Q=H-\varepsilon_i-P(H-\varepsilon_i)P\le H-\varepsilon_1$, since $-P(H-\varepsilon_i)P\le\varepsilon_i-\varepsilon_1$, and with $M=Q(H-\varepsilon_i)Q$ the operator is $QKM$, whose nonzero eigenvalues equal those of $KMQ=KM$ and hence of $K^{1/2}MK^{1/2}\le K^{1/2}(H-\varepsilon_1)K^{1/2}$; for the last matrix the weighted mean with $\sigma=\varepsilon_1$ gives the bound $\max(1,(V_{\max}-\varepsilon_1)/\tau)$. From below: for normalized $e$, $\langle H-\varepsilon_i\rangle$ is at least $\gamma=a-\varepsilon_i$ and at least $t+V_{\min}-\varepsilon_i$, hence at least $\beta(t+V_{\min}-\varepsilon_i)+(1-\beta)\gamma$ for $0\le\beta\le1$. The choice

$$\beta=\frac{\gamma}{\gamma+\tau+\varepsilon_i-V_{\min}}$$

makes this equal to $\beta(t+\tau)$. The denominator of the relevant quotient is $\langle e|(QKQ)^{-1}|e\rangle$, which does not exceed $\langle e|K^{-1}|e\rangle=t+\tau$, because $\langle e|K^{-1}|e\rangle=\max_y(2\operatorname{Re}\langle e|y\rangle-\langle y|K|y\rangle)$ and restricting $y$ to the range of $Q$ can only lower the maximum. The eigenvalues are thus at least $\beta$, which contains no cutoff. The price is state-dependent shifts and a Rayleigh–Ritz step in an enlarged space at every iteration.

**A model crystal**

The cell is orthorhombic, $5\times6\times7$ bohr, $\Omega=210$ bohr$^3$, with two periodically repeated wells $-V_0e^{-|\mathbf r\mp\mathbf d|^2/s^2}$, $V_0=6$ Ry, $s=1$ bohr, $\mathbf d=(1.0,1.2,1.5)$ bohr. The Gaussian integral gives $V(\mathbf G)=-2V_0\pi^{3/2}s^3\Omega^{-1}e^{-G^2s^2/4}\cos(\mathbf G\cdot\mathbf d)$, so $\bar V=-12\times5.5683/210=-0.3182$ Ry. Since $V\le0$, $b=E_{\rm cut}$ is a safe upper edge. We take $N_w=4$, $N_b=8$, $a=\varepsilon_9$, $\eta=10^{-6}$. Reference eigenpairs come from dense diagonalization at each cutoff, so errors are relative to the truncated basis, not to the basis limit.

At $E_{\rm cut}=32$ Ry, $T_{\max}=31.758$ Ry, and $\varepsilon_{\max}=31.514$ Ry lies between $31.758-0.318=31.440$ and $31.758$ Ry. With $\varepsilon_4=0.68028$ Ry and $a=1.43957$ Ry, $\delta_4=0.75929/30.56043=0.02485$, $\sqrt{\delta_4}=0.15763$, and $\theta_4=2\operatorname{arcsinh}0.15763=0.31396$. Then $m=\ln(2\times10^6)/\theta_4=14.5087/0.31396=46.21$, the asymptotic form gives $14.5087/0.31526=46.02$, and the power method needs $13.8155/\ln1.04969=284.9$ steps.

The observed degree $m_{\rm obs}$ is the first $m$ at which the matrix recurrence, started from $\psi_4$ plus a random unit vector in the range of $Q$, brings the ratio of unwanted to wanted part below $\eta$. The power count $k_{\rm obs}$ uses the worst-case start $\psi_4+\psi_9$.

| $E_{\rm cut}$ (Ry) | $N$ | $a-\varepsilon_4$ (Ry) | $\theta_4$ | $m$ | $m_{\rm obs}$ | $k_{\rm obs}$ |
|---|---|---|---|---|---|---|
| 8 | 79 | 0.7420 | 0.6622 | 21.91 | 22 | 68 |
| 16 | 225 | 0.7585 | 0.4527 | 32.05 | 32 | 140 |
| 32 | 655 | 0.7593 | 0.3140 | 46.21 | 46 | 285 |
| 64 | 1811 | 0.7593 | 0.2199 | 65.98 | 65 | not run |

The gap settles at 0.7593 Ry (10.33 eV) while $b$ reaches 64 Ry (870.8 eV). The exponents are $\ln(65/32)/\ln4=0.511$ and $\ln(285/140)/\ln2=1.026$; an excess over $\tfrac12$ and 1 is expected because $b-a$ grows faster in proportion than $b$. That $m_{\rm obs}$ can fall below $m$ follows from the random start, for which the unwanted norm is the root mean square of $\cos m\varphi_j$. If the phases $m\varphi_j$ are taken as uniformly spread, which is an assumption about this spectrum, the norm is $1/\sqrt2$ and the degree drops by $\ln\sqrt2/\theta_4=0.3466/\theta_4$. This gives 21.4, 31.3, 45.1 and 64.4, whose next integers are the four observed values. The basis size follows the count of lattice points in a sphere, $\Omega E_{\rm cut}^{3/2}/6\pi^2$, which is 1816 at 64 Ry. With $H$ applied by fast Fourier transforms at a cost of order $N\log N$, filtering one vector costs $E_{\rm cut}^{2}$ up to the logarithm.

The extremal theorem concerns the whole interval, whereas a filter needs to be small only at the eigenvalues. The extrema of $T_m$ near $a$ lie at $\varepsilon-a=\tfrac12(b-a)(1-\cos(k\pi/m))\approx\tfrac14(b-a)(k\pi/m)^2$, and $a-\varepsilon_i\approx\tfrac14(b-a)\theta_i^2$, so $\varepsilon-a\approx(a-\varepsilon_i)(k\pi/m\theta_i)^2$. At fixed $\eta$ the product $m\theta_i$ is fixed and these positions do not move with the cutoff, which suggests, without proving it, that exploiting the sparse low levels saves a fixed fraction of the degree. Linear programming over polynomials bounded by 1 at the actual unwanted eigenvalues gives the least degree for a gain of 1000 on $\psi_4$ as 17, 24 and 34 at 16, 32 and 64 Ry, against 17, 25 and 35 for $T_m$. At this gain the saving is at most one degree, and part of it may come from the eigenvalues ending at $\varepsilon_{\max}<b$ rather than from the sparse low levels; a larger gain moves the extrema closer to $a$ and can save more. The exponent is $\ln(34/17)/\ln4=0.50$, against $\ln(35/17)/\ln4=0.52$ for $T_m$ on the same measure; one degree at 16 Ry moves either value by about 0.04, so the two are not distinguished.

For the block, take 32 Ry, $m=10$, and a start made of the eight eigenvectors plus random vectors of norm 0.1, which gives $\tau_4=0.0997$. The gains are $g_1=114.36$, $g_4=\cosh3.1396=11.569$, $g_8=2.5594$. The tangent for $\psi_4$ after passes 1 to 4 is $5.78\times10^{-3}$, $4.28\times10^{-4}$, $3.39\times10^{-5}$, $2.75\times10^{-6}$, under the bounds $8.62\times10^{-3}$, $7.45\times10^{-4}$, $6.44\times10^{-5}$, $5.57\times10^{-6}$. The successive reductions, 13.5, 12.6 and 12.3, exceed $g_4$ and fall towards it. Under the uniform-phase assumption the mean of $\cos^{2k}$ is $(2k-1)/2k$ times that of $\cos^{2k-2}$, by integration by parts, so pass $k$ reduces the error by $g_4\sqrt{2k/(2k-1)}$, which is 13.4, 12.7 and 12.4. The error $\mu_4-\varepsilon_4$ goes from $6.46\times10^{-4}$ Ry (bound $3.55\times10^{-3}$ Ry) to $3.64\times10^{-6}$ Ry in the second pass, a factor 177 close to $13.5^2$, and reaches $1.6\times10^{-10}$ Ry after four.

In the worst case $13.8155/\ln11.569=5.64$, that is 6 whole passes or 60 applications of $H$, replace the 47 of a single pass (46.21 rounded up). What is bought is conditioning. The filtered block has condition number 44.73, against $g_1/g_8=44.68$. From the gains, $\theta_1=0.543$ and $\theta_8=0.159$, so $m=46$ would give about $e^{46\times0.384}\approx5\times10^7$, whose square is near the inverse of the double-precision rounding unit. Lowering $b$ to 28.8 Ry raises $g_4$ only to 13.80, while $\delta_{\rm top}=2.714/27.360=0.0992$ gives $\theta_{\rm top}=0.620$ and a gain of 246 on the top state. When the eigenvalues are unknown, $a$ can be set to the highest Ritz value, which is at least $\varepsilon_8$; while it exceeds $\varepsilon_9$ some unwanted states are amplified too, by less than the wanted ones. From a random block this variant brings the four residual norms below $10^{-6}$ Ry in 8 passes, ending with $a=1.24568$ Ry against $\varepsilon_8=1.24543$ Ry.

For the preconditioner take $\tau=1$ Ry and $\sigma=-8$ Ry. The wells barely overlap, $V_{\min}\approx-6$ Ry, so the spectrum of $A$ lies in $[1,8]$. The computed ratio of its extreme eigenvalues, called the condition number in this paragraph, is 4.59, 5.87 and 6.81 at 8, 16 and 32 Ry. It is bounded but still rising, and at these cutoffs it exceeds that of $H-\sigma$, which is 2.13, 3.28 and 5.54. The quotient shows why: the $\mathbf G=0$ wave gives $7.68$, the top wave at 32 Ry gives $39.44/32.76=1.204$ and tends to 1 with growing cutoff, so the condition number is at least $7.68/1.204=6.38$ and is pushed towards the range 7.68 to 8. The unpreconditioned value has passed that by 64 Ry, where $(63.342+8)/(8-0.871)=10.0$. The small quotients of $A$ belong here to fast plane waves. Applied to the eigenvectors, $A$ sends the fractions 0.094, 0.232, 0.087 and 0.082 of the norm of $A\psi_1,\dots,A\psi_4$ out of $\mathcal V$, whereas for $T_{10}(\hat X)$ the fraction is $10^{-14}$, rounding error.

For the residual step, $\beta\approx0.759/(0.759+1+0.680+6)=0.090$, and the upper bound is 1 because $-\varepsilon_1/\tau=0.87$, so the spread is at most about 11 at any converged cutoff. LOBPCG with the same block, started from random vectors damped by $1/(1+T_{\mathbf G})$ and stopped at the same residual, takes 18, 29 and 44 iterations at 8, 16 and 32 Ry without $K$, a factor of about 1.5 to 1.6 per doubling. With $K$ it takes 10, 11, 12 and 13 from 8 to 64 Ry. All these counts come from one random start. The count with $K$ rises by three while the cutoff grows eightfold; since the kinetic energy of the damped start also grows with the basis, this rise cannot be assigned to the spread alone and should not be extrapolated.
